Conwell-Weisskopf Mobility and Its Link to Brooks-Herring Through Third-Body Exclusion, part 1

(Sections cited here and not found follow in the second part.)

## I. Rutherford scattering with a cutoff at half the impurity spacing

**The form fixed by dimensions**

A carrier of mass m and speed v passes a fixed, singly charged impurity in a medium of permittivity ε. In SI units the interaction energy at distance r is ±C/r, with

C = e²/(4πε). (1)

The upper sign is repulsion, the lower attraction. For a classical orbit, the deflection angle θ can depend on C, m, v and the impact parameter b, the distance at which the carrier would pass the impurity if it were not deflected.

Look for a length of the form C^p m^q v^r. Since C is an energy times a length, it has dimensions mass × length³ / time². Matching mass gives p + q = 0, matching time gives 2p + r = 0, and matching length gives 3p + r = 1. The unique solution is p = 1, q = −1, r = −2. With the kinetic energy E = mv²/2, this length is

b₀ = C/(mv²) = C/(2E) = e²/(8πεE). (2)

The angle, being dimensionless, can depend on b only through b/b₀. If collisions are counted up to a largest impact parameter b_max, every cross section is b₀² times a function of b_max/b₀. We write the cross section for momentum loss, defined below, as

σ_m = 2πb₀²G, (3)

where G is dimensionless. For N impurities per volume the relaxation rate is Nvσ_m, so

τ = 1/(2πN v b₀² G). (4)

Here v ∝ (E/m)^(1/2) and b₀² ∝ e⁴/(ε²E²), so τ ∝ ε²m^(1/2)E^(3/2)/(Ne⁴G). A mobility is of order eτ/m at thermal energy. Therefore

μ = (number) × ε²(k_BT)^(3/2) / (m^(1/2) N e³ G). (5)

What remains is to find the number and the function G. Quantum mechanics brings in one more length, the inverse wave number 1/k, and screening brings in another. These add arguments to G but leave the form (3) unchanged.

**Assumptions**

The band is isotropic and parabolic, and the carriers are nondegenerate. The impurities are fixed and randomly placed, and they scatter elastically and one at a time. Phonons and collisions between carriers are left out, so μ is the mobility limited by impurities alone.

**The Rutherford angle**

Energy conservation makes the final speed equal to the initial speed v. The initial and final momenta, each of magnitude mv, enclose the angle θ, so the momentum change has magnitude

|Δp| = 2mv sin(θ/2). (6)

The same quantity follows from the force. Let φ be the polar angle of the carrier about the impurity, measured from the point of closest approach. The orbit is symmetric about the line φ = 0, because reversing the motion and reflecting it in that line gives the same orbit. The components of the force perpendicular to this line cancel over the whole passage, and only the component along it contributes:

|Δp| = ∫ (C/r²) cos φ dt. (7)

Angular momentum is conserved in a central force, and its initial value is mvb. Hence mr² dφ/dt = mvb, or dt/r² = dφ/(vb). The unknown r(t) drops out of (7):

|Δp| = (C/(vb)) ∫ cos φ dφ. (8)

For repulsion the polar angle sweeps a total of π − θ, from −(π − θ)/2 to +(π − θ)/2. The integral is 2 sin[(π − θ)/2] = 2 cos(θ/2). For attraction the carrier swings around the impurity and sweeps π + θ. The integral is then 2 sin[(π + θ)/2], which is again 2 cos(θ/2). Both signs of charge therefore give

2mv sin(θ/2) = (2C/(vb)) cos(θ/2).

Dividing by 2mv cos(θ/2) and using (2) yields

tan(θ/2) = C/(mv²b) = b₀/b, or b = b₀ cot(θ/2). (9)

The length b₀ is thus the impact parameter for a deflection of 90 degrees. Because the sign of the charge has dropped out, ionized donors and ionized acceptors scatter equally when unscreened, and N counts both. With screening this equality holds only in the Born approximation used in the second half.

**Momentum loss and the cutoff**

A deflection by θ leaves, on average over the azimuth, the fraction cos θ of the momentum along its original direction. The fraction lost is 1 − cos θ. From (9),

1 − cos θ = 2 sin²(θ/2) = 2/[1 + cot²(θ/2)] = 2b₀²/(b² + b₀²). (10)

The momentum-transfer cross section weights each ring of area 2πb db by this loss:

σ_m = ∫₀^(b_max) 2πb · 2b₀²/(b² + b₀²) db.

Put z = b², so that 2b db = dz. Then

σ_m = 2πb₀² ∫₀^(b_max²) dz/(z + b₀²) = 2πb₀² ln[1 + (b_max/b₀)²]. (11)

Comparison with (3) gives the Conwell-Weisskopf function

G_CW = ln[1 + (b_max/b₀)²]. (12)

Without a cutoff this diverges. For b ≫ b₀ each doubling of b adds the same amount, ln 4, to G. Distant encounters deflect weakly, but there are so many of them that their sum grows without limit.

The Conwell-Weisskopf model stops the integral by geometry. The volume per impurity is 1/N, and the edge of a cube of that volume is N^(−1/3), which we call the impurity spacing. For random positions, a carrier at its closest distance b from one impurity has another impurity nearer with probability 1 − exp(−4πNb³/3). This is 0.41 at half the spacing, one half at 0.55 spacings and 0.83 at 0.75 spacings. Beyond roughly half the spacing the encounter therefore belongs more and more to another impurity, and the model stops counting there. Hence

b_max = N^(−1/3)/2. (13)

This is a prescription, since random impurities have no sharp boundary between their domains. Its effect on the result is softened by the logarithm: for b_max ≫ b₀, changing b_max by a factor c changes G by 2 ln c.

When b₀ ≫ b_max, expansion of the logarithm gives σ_m → 2πb_max². Every carrier that enters the disc of area πb_max² is then turned back, and 1 − cos θ = 2. The picture of isolated weak encounters no longer applies in that regime, which is reached at low energy or high impurity density.

**From relaxation time to mobility**

Let a field F act along x on carriers of charge −e. The equilibrium distribution f₀ is proportional to exp[−mv²/(2k_BT)]. To first order in F, the distribution is f₀ + f₁ with f₁ = v_x g(v), since the field singles out one direction and enters linearly.

Elastic collisions keep v fixed. They remove carriers from a given velocity and bring others in from velocities v′ of the same magnitude:

(∂f₁/∂t)_coll = Nv ∫ dσ [f₁(v′) − f₁(v)].

At fixed θ, the azimuthal average of v′_x is v_x cos θ. The bracket therefore averages to −(1 − cos θ)f₁, and

(∂f₁/∂t)_coll = −Nvσ_m f₁ = −f₁/τ. (14)

This is why the momentum-transfer cross section sets the relaxation time. In the steady state the change caused by the force −eF balances the collisions:

(−eF/m) ∂f₀/∂v_x = −f₁/τ.

Since ∂f₀/∂v_x = −(mv_x/k_BT)f₀, this gives

f₁ = −(eFτ/k_BT) v_x f₀. (15)

The mean drift velocity is the average of v_x over f₁, divided by the density. By isotropy, the equilibrium average of v_x²τ is one third of that of v²τ. The mobility, defined as the drift speed per field, is

μ = (e/(3k_BT)) ⟨v²τ⟩, (16)

where the brackets denote an average over f₀.

Now let x = E/(k_BT). The number of states per energy is proportional to √E, so the normalized distribution in x is √x e^(−x)/Γ(3/2). With v² = 2k_BTx/m,

μ = (2e/(3m)) ∫₀^∞ x^(3/2) τ e^(−x) dx / Γ(3/2).

Since Γ(5/2) = (3/2)Γ(3/2), this becomes

μ = (e/m) ∫₀^∞ x^(3/2) τ e^(−x) dx / Γ(5/2). (17)

**The Conwell-Weisskopf formula**

Insert v = (2E/m)^(1/2) and b₀² = e⁴/(64π²ε²E²) into (4):

1/τ = 2πN (2E/m)^(1/2) e⁴G/(64π²ε²E²) = √2 N e⁴ G/(32π ε² m^(1/2) E^(3/2)).

Inversion, with 32/√2 = 16√2, gives

τ = 16√2 π ε² m^(1/2) E^(3/2)/(N e⁴ G). (18)

Apart from the slowly varying G, the integrand of (17) is x^(3/2) · x^(3/2) e^(−x) = x³e^(−x). Its derivative is (3x² − x³)e^(−x), so it peaks at x = 3. If b_max ≫ b₀ at this energy, the logarithm varies little across the peak and may be replaced by its value at E = 3k_BT. The remaining integral is Γ(4) = 6, and Γ(5/2) = 3√π/4, so that

Γ(4)/Γ(5/2) = 8/√π. (19)

The numerical factors combine as 16√2 π · 8/√π = 128√(2π). At E = 3k_BT,

b_max/b₀ = (N^(−1/3)/2)(8πε · 3k_BT/e²) = 12πεk_BT/(e²N^(1/3)).

The result is

μ_CW = 128√(2π) ε²(k_BT)^(3/2) / {m^(1/2) N e³ ln[1 + (12πεk_BT/(e²N^(1/3)))²]}. (20)

This has the form (5). Fast carriers are harder to deflect, and this gives the growth as T^(3/2). The logarithm weakens it slightly. For b_max ≫ b₀ the logarithm rises by 2 per unit of ln T, so the local temperature exponent is 3/2 − 2/G_CW. By the same reasoning the local density exponent is −1 + 2/(3G_CW), because b_max shrinks as N^(−1/3).

**A numerical case**

Take a model semiconductor with m = 0.1 electron masses, relative permittivity 12, T = 300 K and N = 10¹⁶ cm⁻³. Then k_BT = 25.85 meV, and the representative energy is 3k_BT = 77.56 meV. At this energy

- v = 5.223 × 10⁵ m/s and k = 0.4512 nm⁻¹;
- b₀ = 0.7736 nm;
- N^(−1/3) = 46.42 nm and b_max = 23.21 nm.

The ratio b_max/b₀ is 30.0, and G_CW = ln(1 + 30.0²) = 6.80. Encounters with b < b₀, which deflect by more than 90 degrees, contribute ln 2 = 0.69 to this, about a tenth. The cross section is

σ_m = 2π(0.7736 nm)² × 6.80 = 25.6 nm²,

and the relaxation time is

τ = 1/[(10²² m⁻³)(5.223 × 10⁵ m/s)(25.6 × 10⁻¹⁸ m²)] = 7.48 ps.

The mean free path vτ is about 3.9 μm, some 84 impurity spacings. Over this length the carrier has πb_max²/σ_m ≈ 66 encounters within b_max. Deflections below 30 degrees carry about 60% of the momentum loss, and the rarer, larger ones carry the rest.

The factor in front of 1/G in (20) is 7.778 × 10⁵ cm²/(V s). Hence

μ_CW = 7.778 × 10⁵/6.80 = 1.143 × 10⁵ cm²/(V s) = 11.43 m²/(V s).

If the logarithm is kept inside the thermal integral (17), the result is 1.122 × 10⁵ cm²/(V s). Freezing it raises the mobility by 1.9% relative to that full average. The local exponents at this point are about 1.2 in temperature and −0.9 in density.

**What the classical impact parameter means here**

A wave packet confined to a width b spreads by an angle of order 1/(kb). A classical orbit with that impact parameter has meaning if this spread is small compared with the deflection, which is 2b₀/b for weak encounters. The condition is 2kb₀ ≫ 1. In the example kb₀ = 0.349, so it is not met. At the cutoff, the deflection is 2 arctan(b₀/b_max) = 3.8 degrees, while the angle 1/(kb_max) is 5.5 degrees.

The formula does not rest on the orbits alone, however. The Born approximation, used in the second half, gives the same distribution of scattering angles for an unscreened charge. The cutoff can therefore be read as a smallest counted angle, related to b_max by (9). In this reading b labels the strength of a collision, and the link between that label and a distance in space remains a modelling assumption.

## II. Screening, third-body exclusion and the crossover

**Symbols and results carried over**

The carrier has energy E, speed v and wave number k, and C = e²/(4πε). The 90-degree impact parameter is b₀ = C/(2E), and N is the impurity density. All momentum-transfer cross sections are written σ_m = 2πb₀²G, with 1/τ = Nvσ_m. The mobility is the thermal average (17). The Conwell-Weisskopf choice is G_CW = ln[1 + (b_max/b₀)²] with b_max = N^(−1/3)/2.

**Screening by the carriers**

The Brooks-Herring model cures the divergence of G by a different means: mobile carriers gather around an impurity and hide its charge. Let the impurity potential be φ and the density of mobile electrons n. In equilibrium their density changes by n[exp(eφ/k_BT) − 1], which is neφ/k_BT when eφ ≪ k_BT. The charge density of this change is −ne²φ/k_BT. Away from the impurity, Poisson's equation becomes

∇²φ = φ/λ², λ² = εk_BT/(e²n). (21)

The solution that vanishes far away and approaches the bare potential at small r is φ = e·exp(−r/λ)/(4πεr). An impurity of the opposite charge gives the same result with the sign of φ reversed. The interaction energy has magnitude C exp(−r/λ)/r.

In the Born approximation, which is first order in the potential, the scattering amplitude at momentum transfer ħq has magnitude

|f| = (2m/(ħ²q)) ∫₀^∞ C e^(−r/λ) sin(qr) dr.

The integral of e^(−r/λ) sin(qr) is the imaginary part of 1/(1/λ − iq), which is q/(q² + 1/λ²). Thus

|f| = 2mC/[ħ²(q² + 1/λ²)]. (22)

For elastic scattering q = 2k sin(θ/2). Define

u = sin²(θ/2), β = 4k²λ², η = 1/β. (23)

Then q² + 1/λ² = 4k²(u + η). Since ħ²k² = 2mE, the factor 2mC/(4ħ²k²) equals C/(4E) = b₀/2. Therefore

dσ/dΩ = |f|² = (b₀²/4)/(u + η)². (24)

From u = (1 − cos θ)/2 we have du = (1/2) sin θ dθ, so dΩ = 2π sin θ dθ = 4π du and

dσ = πb₀² du/(u + η)². (25)

The momentum loss is 1 − cos θ = 2u. Hence

G_BH = ∫₀¹ u du/(u + η)² = ∫₀¹ [1/(u + η) − η/(u + η)²] du.

The first term gives ln[(1 + η)/η] = ln(1 + β). The second gives −η[1/η − 1/(1 + η)] = −1/(1 + η) = −β/(1 + β). So

G_BH = ln(1 + β) − β/(1 + β). (26)

The two models differ in the distant encounters they count. Conwell-Weisskopf ignores screening and stops at half the impurity spacing. Brooks-Herring counts encounters out to roughly the screening length. When n is small, as in a compensated semiconductor, λ exceeds the impurity spacing, and (26) includes encounters at distances where many other impurities are nearer. As n → 0, G_BH diverges.

Such overlap is not in itself an error in (26). A small deflection θ costs the fraction θ²/2 of the momentum. For independent random positions, the weak deflections by different impurities point in independent directions, so the mean square of their sum is the sum of their mean squares. Each impurity then contributes as if it were alone. The third-body exclusion introduced below is a different counting rule, which drops part of this sum. It shows how a cutoff of the Conwell-Weisskopf kind can be built into the screened model, but it does not prove that distant impurities have no effect.

We now have the Conwell-Weisskopf mobility, with its cutoff at half the impurity spacing, and the Brooks-Herring function G_BH, in which screening removes the divergence. It remains to build third-body exclusion into the screened model, find what controls the crossover between the two results, and see where the description fails.

Numbers in the example were calculated in double precision.
